# Second Sound in Helium II from the Two-Fluid Equations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the two waves and their speeds

### 1. Definitions and conventions

Helium II is described as two interpenetrating fluids. The total mass density is

$$\rho=\rho_s+\rho_n ,$$

where $\rho_s$ is the superfluid density and $\rho_n$ the normal density. Their velocities are $\mathbf v_s$ and $\mathbf v_n$. The two densities do not label two kinds of atom. They say how the momentum density is shared between the two velocity fields:

$$\mathbf j=\rho_s\mathbf v_s+\rho_n\mathbf v_n . \tag{1}$$

The relative velocity is $\mathbf w=\mathbf v_n-\mathbf v_s$. The other symbols are

- $T$, temperature, and $P$, pressure;
- $s$, entropy per mass;
- $\mu$, chemical potential per mass;
- $c_v$ and $c_p$, heat capacities per mass at fixed density and at fixed pressure;
- $k$, $\omega$ and $u=\omega/k$, the wavenumber, angular frequency and speed of a wave.

The helium is at rest in equilibrium, and a wave is a small departure from that state, marked by $\delta$. In products such as $\rho s\,\nabla\!\cdot\mathbf v_n$ the coefficients take their equilibrium values. Two derivatives of the pressure occur often and get short names:

$$a=\left(\frac{\partial P}{\partial\rho}\right)_T,\qquad P_T=\left(\frac{\partial P}{\partial T}\right)_\rho .$$

Stability of the equilibrium state requires $a>0$ and $c_v>0$.

The result to be derived is this. If $P_T=0$, so that thermal expansion vanishes and $c_p=c_v=c$, then a temperature wave called second sound travels at the speed

$$u_2^2=\frac{T s^2}{c}\,\frac{\rho_s}{\rho_n}. \tag{2}$$

### 2. The equations of motion

Four laws govern the two fluids. To first order in the departure from rest they are

$$\partial_t\rho+\nabla\!\cdot\mathbf j=0, \tag{3}$$

$$\partial_t\mathbf j+\nabla P=0, \tag{4}$$

$$\partial_t(\rho s)+\rho s\,\nabla\!\cdot\mathbf v_n=0, \tag{5}$$

$$\partial_t\mathbf v_s+\nabla\mu=0. \tag{6}$$

Equations (3) and (4) are conservation of mass and of momentum. Equation (5) is conservation of entropy, and it contains the first special property of the superfluid: entropy moves with $\mathbf v_n$ alone. Equation (6) contains the second. The superfluid flows without friction and without rotation, and its acceleration is driven by the gradient of the chemical potential.

The full laws also contain terms quadratic in the velocities, such as the momentum flux $\rho_s v_s^2+\rho_n v_n^2$ and the term $v_s^2/2$ added to $\mu$. The thermodynamic functions themselves acquire corrections proportional to $w^2$. All of these are of second order about a state of rest and drop out. Changes of $\rho_s$ and $\rho_n$ in (1) would multiply velocities that are already small, so they drop out as well.

Three physical assumptions are contained in (3)–(6):

1. Collisions among the thermal excitations are frequent enough to keep a local temperature and a local $\mathbf v_n$. The wavelength must be long compared with their mean free path, and the period long compared with their collision time.
2. Viscosity, heat conduction and friction with quantised vortices are neglected.
3. Both $\rho_s$ and $\rho_n$ are nonzero. If one of them vanishes, its velocity has no meaning and the number of independent equations falls.

### 3. The thermodynamic relation for the chemical potential

Let $f(\rho,T)$ be the free energy per mass. The volume per mass is $1/\rho$, and $d(1/\rho)=-d\rho/\rho^2$, so $df=-s\,dT-P\,d(1/\rho)$ becomes

$$df=-s\,dT+\frac{P}{\rho^2}\,d\rho . \tag{7}$$

The chemical potential per mass is $\mu=f+P/\rho$. Its differential is

$$d\mu=-s\,dT+\frac{P}{\rho^2}d\rho+\frac{dP}{\rho}-\frac{P}{\rho^2}d\rho=-s\,dT+\frac{dP}{\rho}. \tag{8}$$

A temperature gradient therefore accelerates the superfluid towards the warmer side: inserting (8) in (6) gives

$$\rho\,\partial_t\mathbf v_s=\rho s\nabla T-\nabla P. \tag{9}$$

### 4. The equation for density

Take the time derivative of (3) and replace $\partial_t\mathbf j$ by means of (4):

$$\partial_t^2\rho=-\nabla\!\cdot\partial_t\mathbf j=\nabla^2P. \tag{10}$$

This has the same form as in an ordinary fluid. The division into two components has disappeared, because mass and momentum are conserved for the liquid as a whole.

### 5. The equation for entropy

Expand the time derivative in (5):

$$\rho\,\partial_t s+s\,\partial_t\rho+\rho s\,\nabla\!\cdot\mathbf v_n=0 .$$

By (3) and (1), $\partial_t\rho=-\rho_s\nabla\!\cdot\mathbf v_s-\rho_n\nabla\!\cdot\mathbf v_n$. Hence

$$\rho\,\partial_t s=s\rho_s\nabla\!\cdot\mathbf v_s+s\rho_n\nabla\!\cdot\mathbf v_n-s(\rho_s+\rho_n)\nabla\!\cdot\mathbf v_n .$$

The terms in $\rho_n$ cancel, which leaves

$$\partial_t s=-\frac{s\rho_s}{\rho}\,\nabla\!\cdot\mathbf w . \tag{11}$$

The entropy per mass at a point changes if the normal fluid converges there relative to the superfluid. If both fluids move together, each element of mass keeps its entropy.

An equation for $\mathbf w$ is needed next. From (1),

$$\mathbf j-\rho\mathbf v_s=\rho_s\mathbf v_s+\rho_n\mathbf v_n-\rho_s\mathbf v_s-\rho_n\mathbf v_s=\rho_n\mathbf w .$$

Subtracting (9) from (4) then gives

$$\rho_n\,\partial_t\mathbf w=-\nabla P-\left(\rho s\nabla T-\nabla P\right)=-\rho s\nabla T. \tag{12}$$

The pressure gradient has cancelled. It accelerates both fluids equally, whereas the temperature gradient drives them apart. The density $\rho_n$ on the left is the inertia of this relative motion when the superfluid velocity is used as the reference.

Differentiate (11) with respect to time and insert (12):

$$\partial_t^2 s=-\frac{s\rho_s}{\rho}\,\nabla\!\cdot\left(-\frac{\rho s}{\rho_n}\nabla T\right)=\frac{\rho_s}{\rho_n}\,s^2\,\nabla^2T. \tag{13}$$

In ordinary heat conduction, the heat flux itself is proportional to $-\nabla T$, and the temperature obeys a diffusion equation with one time derivative. Here the rate of change of the flow is proportional to $-\nabla T$. The second time derivative follows, and with it a propagating wave.

### 6. Second sound without thermal expansion

Equations (10) and (13) hold for any equation of state. To close them, express $P$ and $s$ through $\rho$ and $T$. From (7), $s=-\partial f/\partial T$ and $P=\rho^2\,\partial f/\partial\rho$. Equality of the mixed derivatives of $f$ gives

$$\left(\frac{\partial s}{\partial\rho}\right)_T=-\frac{\partial^2f}{\partial\rho\,\partial T}=-\frac{P_T}{\rho^2}.$$

With $c_v=T(\partial s/\partial T)_\rho$, the two differentials are

$$\delta P=a\,\delta\rho+P_T\,\delta T,\qquad
\delta s=\frac{c_v}{T}\,\delta T-\frac{P_T}{\rho^2}\,\delta\rho . \tag{14}$$

The quantity $P_T$ measures thermal expansion. At fixed pressure the first relation gives $\delta\rho=-(P_T/a)\,\delta T$, so the expansion coefficient is

$$\alpha=-\frac1\rho\left(\frac{\partial\rho}{\partial T}\right)_P=\frac{P_T}{\rho a}. \tag{15}$$

Inserting the same $\delta\rho$ in the second relation and multiplying by $T/\delta T$ gives the heat capacity at fixed pressure:

$$c_p=c_v+\frac{T P_T^2}{\rho^2a}. \tag{16}$$

Neglecting thermal expansion therefore means $P_T=0$ at the equilibrium state, and (16) then gives $c_p=c_v=c$. Both couplings in (14) vanish together. Equation (10) becomes $\partial_t^2\rho=a\nabla^2\rho$, with speed

$$u_1^2=a=\left(\frac{\partial P}{\partial\rho}\right)_T . \tag{17}$$

This is first sound. In (13), $\delta s=c\,\delta T/T$, so

$$\frac cT\,\partial_t^2T=\frac{\rho_s}{\rho_n}s^2\nabla^2T,
\qquad\text{or}\qquad
\partial_t^2T=\frac{Ts^2\rho_s}{c\,\rho_n}\nabla^2T .$$

The coefficient on the right is the squared speed stated in (2).

Each factor has a role. The entropy enters twice: once because the driving force in (12) is $\rho s\nabla T$, and once because a given relative flow transports entropy in proportion to $s$. The heat capacity is the thermal counterpart of compressibility: when $c$ is large, a given inflow of entropy raises the temperature little, and the restoring force is weak. The ratio $\rho_s/\rho_n$ expresses the inertia of the counterflow.

If $\rho_s\to0$ while $s$, $c$ and $\rho_n$ stay finite, $u_2\to0$ and temperature disturbances no longer propagate. If $\rho_n\to0$ on cooling, the formula cannot be read from $\rho_n$ alone, because $s$ and $c$ vanish too. That limit needs a model of the excitations.

### 7. What moves in each wave

Let all departures vary as $e^{i(kx-\omega t)}$ with $u=\omega/k>0$, so that the wave travels towards positive $x$. Velocities now mean $x$ components. Suppose that $P_T=0$ and $u_1\ne u_2$.

In second sound, (10) requires $(u_2^2-a)\,\delta\rho=0$, so $\delta\rho=0$. Then (3) gives $j=0$, and the two fluids move in opposite directions with equal and opposite momentum:

$$v_s=-\frac{\rho_n}{\rho_s}v_n,\qquad w=v_n\left(1+\frac{\rho_n}{\rho_s}\right)=\frac{\rho}{\rho_s}v_n . \tag{18}$$

Equation (11) reads $-i\omega\,\delta s=-ik\,(s\rho_s/\rho)\,w$. With (18) this becomes $\delta s=s v_n/u_2$. Since $\delta s=c\,\delta T/T$,

$$v_n=\frac{u_2\,c\,\delta T}{T s}. \tag{19}$$

The normal fluid moves along the direction of travel where the liquid is warm, and against it where the liquid is cool.

The flow carries heat. Per volume, the energy changes by $T\,d(\rho s)+\mu\,d\rho$. By (5) and (3), its rate of change to first order is $-\partial_x(\rho sT v_n+\mu j)$. With $j=0$ the energy flux is $q=\rho sTv_n$, and (19) turns it into

$$q=\rho\,c\,u_2\,\delta T . \tag{20}$$

A heater with an alternating flux can therefore launch the wave, and a thermometer can receive it.

In first sound, the temperature equation requires $(u_1^2-u_2^2)\,\delta T=0$, so $\delta T=0$. Equation (12) then gives $w=0$: both fluids move together, and density and pressure oscillate.

### 8. The effect of thermal expansion

Now let $P_T$ be nonzero. Define

$$b=\frac{Ts^2\rho_s}{c_v\rho_n},\qquad \gamma=\frac{c_p}{c_v}. $$

For a plane wave, (10) gives $u^2\delta\rho=\delta P$, and (13) gives $u^2\delta s=(\rho_s/\rho_n)s^2\delta T$. Insert (14), and multiply the second equation by $T/c_v$:

$$(u^2-a)\,\delta\rho-P_T\,\delta T=0,$$

$$-u^2\,\frac{TP_T}{\rho^2c_v}\,\delta\rho+(u^2-b)\,\delta T=0 .$$

A nonzero solution requires a zero determinant:

$$(u^2-a)(u^2-b)-u^2\,\frac{TP_T^2}{\rho^2c_v}=0 .$$

By (16), $TP_T^2/(\rho^2c_v)=a(\gamma-1)$. Expanding and collecting the terms in $u^2$ gives

$$u^4-u^2(a\gamma+b)+ab=0. \tag{21}$$

For $\gamma=1$ this factors into $(u^2-a)(u^2-b)=0$, which recovers the two separate waves. For $\gamma>1$, the left side of (21) is $-a^2(\gamma-1)$ at $u^2=a$ and $-ab(\gamma-1)$ at $u^2=b$. Both values are negative, so $a$ and $b$ lie between the two roots. Expansion lowers the slower speed and raises the faster one, at given $a$ and $b$.

Let $X=u_2^2$ be the smaller root when $b\ll a$. Equation (21) can be rearranged as

$$X=\frac{ab}{a\gamma+b-X}=\frac{b}{\gamma}\left[1+\frac{b-X}{a\gamma}\right]^{-1}.$$

The bracket is close to one, so $X\simeq b/\gamma$ and $b-X\simeq b(\gamma-1)/\gamma$. One further step gives

$$u_2^2\simeq\frac{Ts^2\rho_s}{c_p\rho_n}\left[1-\frac ba\,\frac{\gamma-1}{\gamma^2}\right]. \tag{22}$$

The leading effect of expansion is thus to select $c_p$ in (2). This is reasonable: when second sound is much slower than first sound, the pressure has time to equalise during a temperature oscillation. The remaining relative error in the squared speed is smaller by the factor $b/a$.

## Second half: thermal excitations and a worked example

### 9. Symbols and results carried over

Helium II has density $\rho=\rho_s+\rho_n$, entropy $s$ and heat capacity $c$ per mass, and relative velocity $w=v_n-v_s$. Without thermal expansion, first sound has $u_1^2=(\partial P/\partial\rho)_T$, and second sound has

$$u_2^2=\frac{Ts^2\rho_s}{c\,\rho_n}. \tag{23}$$

Second sound has no mass flow, and its amplitudes obey $v_n=u_2c\,\delta T/(Ts)$, $v_s=-(\rho_n/\rho_s)v_n$ and $q=\rho c u_2\,\delta T$, where $q$ is the heat flux. With expansion, the leading correction replaces $c=c_v$ by $c_p$. The expansion is measured by $P_T=(\partial P/\partial T)_\rho$, and $a=(\partial P/\partial\rho)_T$.

Formula (23) needs $s$, $c$ and $\rho_n$ as inputs. They are now computed for a dilute gas of independent excitations. Capital letters denote quantities per volume: $S=\rho s$ and $C=\rho c$.

### 10. Free energy of the excitation gas

An excitation of momentum $p$ has energy $\varepsilon(p)$. Excitations are bosons whose number is not conserved, so a mode may hold any number $m=0,1,2,\dots$ of them with weight $e^{-m\varepsilon/k_BT}$. The sum of these weights is $(1-e^{-\varepsilon/k_BT})^{-1}$. Minus $k_BT$ times its logarithm, summed over modes, is the free energy per volume:

$$F=k_BT\int\frac{d^3p}{(2\pi\hbar)^3}\,\ln\!\left(1-e^{-\varepsilon/k_BT}\right). \tag{24}$$

Then $S=-\partial F/\partial T$ and $C=T\,\partial S/\partial T$, both at fixed density.

**Phonons.** At small momentum $\varepsilon=u_1p$. With $x=u_1p/k_BT$,

$$F_{\rm ph}=\frac{(k_BT)^4}{2\pi^2\hbar^3u_1^3}\int_0^\infty x^2\ln(1-e^{-x})\,dx .$$

Expand the logarithm as $-\sum_m e^{-mx}/m$ and use $\int_0^\infty x^2e^{-mx}dx=2/m^3$. The integral equals $-2\sum_m m^{-4}=-\pi^4/45$, so

$$F_{\rm ph}=-\frac{\pi^2(k_BT)^4}{90\,\hbar^3u_1^3},\qquad
S_{\rm ph}=-\frac{4F_{\rm ph}}{T},\qquad C_{\rm ph}=3S_{\rm ph}. \tag{25}$$

The last two relations follow from $F_{\rm ph}\propto T^4$ and $S_{\rm ph}\propto T^3$.

**Rotons.** Near a momentum $p_0$ the spectrum of helium II has a minimum,

$$\varepsilon=\Delta+\frac{(p-p_0)^2}{2m_r},$$

where $\Delta$ is the roton gap and $m_r$ the roton mass. Let $y=\Delta/k_BT$. For $y\gg1$ the logarithm in (24) is close to $-e^{-\varepsilon/k_BT}$, and $F_{\rm r}=-k_BT\,N$, where $N$ is the number of rotons per volume. If the occupied momenta lie close to $p_0$, the factor $p^2$ may be replaced by $p_0^2$, and a Gaussian integral remains:

$$N=\frac{4\pi p_0^2}{(2\pi\hbar)^3}\sqrt{2\pi m_rk_BT}\;e^{-y}
=\frac{p_0^2\sqrt{2\pi m_rk_BT}}{2\pi^2\hbar^3}\,e^{-y}. \tag{26}$$

Since $dy/dT=-y/T$, (26) gives $T\,dN/dT=N(\tfrac12+y)$. Hence

$$S_{\rm r}=k_BN+k_BT\frac{dN}{dT}=k_BN\left(\tfrac32+y\right), \tag{27}$$

$$C_{\rm r}=k_BN\left[\left(\tfrac12+y\right)\left(\tfrac32+y\right)-y\right]
=k_BN\left(\tfrac34+y+y^2\right). \tag{28}$$

The two-fluid equations have given the speeds of first and second sound, and the excitation model has given the entropy and heat capacity of phonons and rotons. What remains is the normal density, followed by the phonon limit, a worked example at 1.5 K and the size of the neglected effects.
